# Two-Dimensional Thermionic Emission over a Line Barrier

A two-dimensional semiconductor meets a metal along a straight line, with a barrier of 0.30 eV above the metal Fermi level. In a ballistic model the current emitted per metre of contact is $2.558\times10^{-4}$ A/m at 250 K and $2.264\times10^{-2}$ A/m at 350 K, a ratio of 88.5. The ratio of the Boltzmann factors $e^{-\Phi/k_BT}$ at these temperatures is 53.4. A factor of 1.66 remains to be explained. The temperatures are in the ratio 1.4, and $1.4^{3/2}=1.66$, whereas $1.4^2=1.96$. The two derivations below show where the power three halves comes from.

## The contact and its conventions

The semiconductor sheet fills $x<0$, and the contact line runs along $y$. The conduction band is parabolic,

$$E=\frac{\hbar^2}{2}\left(W_{xx}k_x^2+2W_{xy}k_xk_y+W_{yy}k_y^2\right)+V(x),$$

where $W$ is the inverse mass tensor and $M=W^{-1}$ the mass tensor. The degeneracy $g$ counts spin and any valleys that share the same tensor $W$ and the same band edge; the currents of valleys with different tensors are calculated separately and added. The potential $V$ is zero deep in the semiconductor and rises smoothly to a maximum $U$, the barrier top. It does not depend on $y$.

The barrier height $\Phi$ is measured from the metal Fermi level to the barrier top. It is held independent of temperature and bias. At zero bias the common Fermi level lies at $\mu=U-\Phi$ relative to the distant band edge. A bias $V_b>0$ raises the semiconductor Fermi level by $eV_b$ relative to the metal, so the barrier top then lies $\Phi-eV_b$ above it. With $e>0$, the current per contact length $J$ is counted positive when electrons flow from semiconductor to metal.

Electrons are treated semiclassically: they cross with certainty if classical motion takes them over the barrier, and otherwise not at all. Tunnelling and quantum reflection are left out. Kelvin, electronvolts and A/m are used, because atomic units are unnatural for a contact current.

The example takes round model parameters: principal masses 0.2 and 0.8 electron masses, the light axis at 30° to the contact normal, $g=2$, $\Phi=0.30$ eV, $U=0.20$ eV and, unless stated otherwise, $T=300$ K, where $k_BT=0.025852$ eV.

## First derivation: following electrons from the semiconductor

**Which electrons cross.** The velocity towards the metal is

$$v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=\hbar\,(W_{xx}k_x+W_{xy}k_y).$$

Completing the square in $k_x$ gives

$$E=\frac{\hbar^2W_{xx}}{2}\left(k_x+\frac{W_{xy}}{W_{xx}}k_y\right)^2+\frac{\hbar^2}{2}\left(W_{yy}-\frac{W_{xy}^2}{W_{xx}}\right)k_y^2+V(x).$$

The first bracket equals $v_x/(\hbar W_{xx})$, so the first term is $v_x^2/(2W_{xx})$. The second bracket is $\det W/W_{xx}$. Inverting a two-by-two matrix gives $M_{yy}=W_{xx}/\det W$, so this bracket is $1/M_{yy}$. Hence

$$E=\frac{v_x^2}{2W_{xx}}+V(x)+\frac{\hbar^2k_y^2}{2m_t},\qquad m_t=M_{yy}.$$

Because $V$ does not depend on $y$, $k_y$ is conserved. The total energy is conserved too, and therefore so is the longitudinal part $v_x^2/(2W_{xx})+V(x)$. An electron that starts in the flat region crosses if

$$v_x>0\quad\text{and}\quad \frac{v_x^2}{2W_{xx}}>U .$$

Total energy above $U$ is not sufficient, since the transverse part cannot be spent on climbing. In a test with 919 classical trajectories over a smooth barrier, with starting points within 3% of the threshold left out, 542 crossed, and every outcome agreed with this rule. Of those turned back, 210 had a total energy above $U$.

For the example, $m_t=0.2\sin^2 30^\circ+0.8\cos^2 30^\circ=0.65$ electron masses.

**The flux integral.** Per unit area there are $g\,d^2k/(2\pi)^2$ states in $d^2k$. With Fermi–Dirac occupation $f$, the current from semiconductor to metal is

$$J_{s\to m}=\frac{ge}{4\pi^2}\int dk_y\int_{\rm crossing}dk_x\,v_x f(E).$$

At fixed $k_y$, the definition of velocity gives $v_x\,dk_x=dE/\hbar$. By the crossing rule, the energy starts at $E_0=U+\hbar^2k_y^2/(2m_t)$. With $\mu_s$ the semiconductor Fermi level,

$$\int_{E_0}^{\infty}\frac{dE}{e^{(E-\mu_s)/k_BT}+1}=k_BT\ln\left[1+e^{(\mu_s-E_0)/k_BT}\right],$$

as differentiation with respect to $E_0$ confirms; both sides vanish for $E_0\to\infty$. Define

$$\eta=\frac{\mu_s-U}{k_BT}=-\frac{\Phi-eV_b}{k_BT},\qquad t=\frac{\hbar k_y}{\sqrt{2m_tk_BT}} .$$

Then $dk_y=\sqrt{2m_tk_BT}\,dt/\hbar$, and

$$J_{s\to m}=\frac{ge\sqrt{2m_t}\,(k_BT)^{3/2}}{4\pi^2\hbar^2}\int_{-\infty}^{\infty}dt\,\ln\left(1+e^{\eta-t^2}\right).$$

One power of $k_BT$ comes from the longitudinal energy integral. The remaining half power is the thermal width in $k_y$.

**The Boltzmann limit.** If $e^\eta\ll1$, the logarithm is approximately $e^{\eta-t^2}$, and its integral is $\sqrt\pi\,e^\eta$. At zero bias this gives

$$\boxed{J_0=A\,T^{3/2}e^{-\Phi/k_BT},\qquad A=\frac{ge\sqrt{2\pi m_t}\,k_B^{3/2}}{4\pi^2\hbar^2}}$$

For an isotropic band $m_t=m$. In the example $A=0.072218$ A m$^{-1}$ K$^{-3/2}$, so that

$$J_0=0.072218\times300^{3/2}\times9.125\times10^{-6}=375.26\times9.125\times10^{-6}=3.424\times10^{-3}\ \text{A/m},$$

or 3.424 nA per micrometre of contact.

The mass that enters is $M_{yy}$, the element of the mass tensor along the contact line. For a tilted band it differs from $1/W_{yy}$, which is 0.457 electron masses in the example. The longitudinal mass has dropped out because velocity and density of states compensate in $v_x\,dk_x=dE/\hbar$. Turning the light axis from the contact normal to the contact line would lower $m_t$ from 0.8 to 0.2 and halve the prefactor.

**The Fermi–Dirac correction.** For $\eta<0$ the logarithm can be expanded and integrated term by term:

$$\int_{-\infty}^{\infty}dt\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n}e^{n\eta-nt^2}=\sqrt\pi\sum_{n=1}^\infty\frac{(-1)^{n+1}e^{n\eta}}{n^{3/2}}=-\sqrt\pi\,{\rm Li}_{3/2}(-e^\eta).$$

The general one-way current is therefore $A\,T^{3/2}[-{\rm Li}_{3/2}(-e^\eta)]$. Relative to the Boltzmann form it is

$$1-\frac{e^\eta}{2^{3/2}}+\frac{e^{2\eta}}{3^{3/2}}-\dots$$

At $\Phi=0.30$ eV and 300 K the reduction is about $3\times10^{-6}$. For a barrier of one $k_BT$ the ratio is 0.891, and the Boltzmann form is then about 12% too large relative to the Fermi–Dirac current. The prefactor has also ceased to be a pure power of $T$, because the correction depends on $\Phi/k_BT$.

The same correction accounts for the small departure in the exponent obtained by direct integration over wave vectors between 250 and 350 K, which is 1.49995. The reduction is $1.7\times10^{-5}$ at 350 K and negligible at 250 K. Dividing by $\ln1.4=0.336$ gives a shift of $-5\times10^{-5}$.

**The return current.** At zero bias the net current vanishes, so the metal must send back $J_0$. With $\Phi$ fixed, a bias changes neither the metal's occupation at the barrier top nor the set of states that pass, so the return current stays at $J_0$. In the Boltzmann limit the forward current is multiplied by $e^{eV_b/k_BT}$, and

$$J=J_0\left(e^{eV_b/k_BT}-1\right).$$

A direct count in a two-dimensional metal shows why its mass is absent from the semiclassical result, in which every allowed state passes with probability one. At fixed $k_y$ the flux element is again $dE/\hbar$, and the lower limit is again the barrier top plus $\hbar^2k_y^2/(2m_t)$. The metal need only supply incoming states at those energies and values of $k_y$. If the metal's constant-energy contours at these energies are too small to supply them all, the current is lower and does depend on the metal. For a metal with one electron mass, the same $g$ and a Fermi level 5 eV above its band bottom, the integral gives $3.424\times10^{-3}$ A/m, equal to the semiconductor's flux.

At $+0.1$ V, $eV_b/k_BT=3.868$, and the law gives 0.16044 A/m against 0.16041 A/m from the Fermi–Dirac integral. The relative difference of $1.6\times10^{-4}$ is close to $e^\eta/2^{3/2}=1.54\times10^{-4}$ for the remaining 0.20 eV; it is slightly larger because the return current has been subtracted from the total. At $-0.1$ V the current is $-3.353\times10^{-3}$ A/m, within about 2% of the saturation value $-J_0$.

## Second derivation: counting channels at the barrier top

Now consider only the line where $V(x)=U$. Let $\varepsilon=E-U$ be the energy above the local band edge. At given $k_y$, the smallest value of $\varepsilon$ over all $k_x$ is $\hbar^2k_y^2/(2m_t)$, by the completed square. A propagating state at energy $\varepsilon$ therefore exists for

$$|k_y|\le k_{\max}(\varepsilon)=\frac{\sqrt{2m_t\varepsilon}}{\hbar}.$$

Take a contact of length $L$ with periodic boundary conditions along $y$. Allowed values of $k_y$ are spaced by $2\pi/L$. If this spacing is small compared with the thermal width $\sqrt{2m_tk_BT}/\hbar$, the number of open channels per unit length is

$$\frac{N(\varepsilon)}{L}=\frac{2k_{\max}}{2\pi}=\frac{\sqrt{2m_t\varepsilon}}{\pi\hbar}.$$

Each channel is a one-dimensional conductor. Its states moving towards the metal have density $g\,dk_x/(2\pi)$ and carry

$$e\,v_x\frac{g\,dk_x}{2\pi}=\frac{ge}{2\pi\hbar}\,d\varepsilon$$

when filled. The velocity has cancelled. States moving towards the metal are filled according to the semiconductor's Fermi function $f_s$, and states moving the other way according to the metal's $f_m$. The net current per contact length is

$$J=\frac{ge}{2\pi\hbar}\int_0^\infty d\varepsilon\,\frac{\sqrt{2m_t\varepsilon}}{\pi\hbar}\,(f_s-f_m)
=\frac{ge\sqrt{2m_t}}{2\pi^2\hbar^2}\int_0^\infty d\varepsilon\,\sqrt\varepsilon\,(f_s-f_m).$$

In the Boltzmann limit,

$$f_s=e^{-(\Phi-eV_b+\varepsilon)/k_BT},\qquad f_m=e^{-(\Phi+\varepsilon)/k_BT}.$$

Substituting $\varepsilon=k_BT\,t^2$,

$$\int_0^\infty d\varepsilon\,\sqrt\varepsilon\,e^{-\varepsilon/k_BT}=2(k_BT)^{3/2}\int_0^\infty dt\,t^2e^{-t^2}=\frac{\sqrt\pi}{2}(k_BT)^{3/2},$$

since the last integral is $\sqrt\pi/4$. Therefore

$$J=\frac{ge\sqrt{2\pi m_t}\,(k_BT)^{3/2}}{4\pi^2\hbar^2}\,e^{-\Phi/k_BT}\left(e^{eV_b/k_BT}-1\right),$$

which is the earlier result, including the bias law.

The two derivations also agree before the Boltzmann limit. With $u=\varepsilon/k_BT$, integration by parts gives

$$\int_0^\infty\frac{\sqrt u\,du}{e^{u-\eta}+1}=\int_0^\infty\frac{du}{2\sqrt u}\ln(1+e^{\eta-u})=\frac12\int_{-\infty}^\infty dt\,\ln(1+e^{\eta-t^2}).$$

The boundary term vanishes at both ends, and the last step uses $u=t^2$ and the evenness of the integrand. The factor $\tfrac12$ turns $1/(2\pi^2)$ into the $1/(4\pi^2)$ of the first derivation.

**What parabolicity does.** In this picture the temperature power measures how fast channels open. If $N\propto\varepsilon^s$, the substitution $\varepsilon=uk_BT$ yields $T^{s+1}$. A parabolic transverse band has $s=\tfrac12$.

Suppose instead that the band at the barrier top is isotropic but nonparabolic, $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/(2m)$. Then

$$k_{\max}=\frac{\sqrt{2m\varepsilon(1+\alpha\varepsilon)}}{\hbar}\approx\frac{\sqrt{2m\varepsilon}}{\hbar}\left(1+\frac{\alpha\varepsilon}{2}\right).$$

Integration by parts gives $\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/k_BT}d\varepsilon=\tfrac32k_BT\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/k_BT}d\varepsilon$. To first order the emission is thus multiplied by

$$1+\frac{\alpha}{2}\cdot\frac32k_BT=1+\frac34\alpha k_BT .$$

For $\alpha=0.5$ eV$^{-1}$ at 300 K this is 1.00969, against 1.00962 from the full integral. The current changes by only 1%, but the factor depends on temperature, and the mean exponent between 250 and 350 K becomes 1.5094.

## Reading the barrier from measured currents

The following readings hold for currents that obey the boxed law. In a real contact, tunnelling, quantum reflection at the metal edge, a barrier that changes with bias, or series resistance can alter the slope and must be excluded first.

Write $\beta=1/k_BT$. From the boxed result, $\ln J_0=\text{const}-\tfrac32\ln\beta-\beta\Phi$. Dividing $J_0$ by $T^p$ adds $p\ln\beta$ and a constant, so the apparent barrier is

$$-\frac{d}{d\beta}\ln\frac{J_0}{T^p}=\Phi+\left(\frac32-p\right)k_BT.$$

Near 300 K, the choice $p=\tfrac32$ returns 0.3000 eV from the computed currents. The choice $p=2$ returns 0.2871 eV, too low by $k_BT/2$.

If the barrier varies linearly, $\Phi=\Phi_0-aT$, then $e^{-\Phi/k_BT}=e^{a/k_B}e^{-\Phi_0/k_BT}$. The three-halves plot then returns $\Phi_0$, while its intercept contains the extra factor $e^{a/k_B}$. The intercept alone therefore does not determine $m_t$.

The power also depends on what is held fixed. For a nondegenerate semiconductor, the two-dimensional Gaussian integral gives the carrier density

$$n=\frac{g}{4\pi^2}e^{\mu/k_BT}\int d^2k\,e^{-\hbar^2\mathbf k\cdot W\mathbf k/(2k_BT)}=\frac{g\,k_BT}{2\pi\hbar^2\sqrt{\det W}}\,e^{\mu/k_BT}.$$

Dividing $J_0$ by $en$, and using $\Phi+\mu=U$ and $m_t\det W=W_{xx}$,

$$J_0=en\sqrt{\frac{k_BT\,W_{xx}}{2\pi}}\;e^{-U/k_BT}.$$

The square root is $5.42\times10^4$ m/s in the example; there $e^{\mu/k_BT}=0.021$, so the nondegenerate density, and with it this relation, holds to about 1%. With $n$ and $U$ fixed, the prefactor varies as $T^{1/2}$ and the activation energy is $U$. This does not contradict the three-halves law: at fixed density $\mu$ moves with temperature, so fixed $U$ means a changing $\Phi$. If $\Phi$ is fixed instead, $U=\Phi+\mu$ must change, and the power is three halves.

## What each derivation assumes

Both derivations need a barrier top that is uniform along the line, a parabolic transverse dispersion there, and a sharp division between states that pass and states that do not. Both need $\Phi$ and $\Phi-eV_b$ to be several $k_BT$ for the simple exponential form. The bias law also needs $eV_b<U$, with $U$ the barrier top above the distant band edge at zero bias. At fixed carrier density the barrier seen from the semiconductor is $U-eV_b$, and once it has vanished the current can no longer grow exponentially. In the example this happens at 0.20 V, where $\Phi-eV_b$ is still $3.9\,k_BT$. They differ in where they place equilibrium.

The first derivation puts the equilibrium distribution in the flat part of the semiconductor and follows each electron to the top. It therefore assumes flight without scattering through the whole barrier region, conservation of $k_y$ along that path, and one mass tensor from the flat region to the top. In return it shows which electrons of the semiconductor contribute, and why some with enough total energy do not.

The second derivation uses the mass at the top and assumes the occupation there. How electrons reached the top does not enter the count. Scattering is permitted as long as, at the top, states moving towards the metal have occupation $f_s$ and states moving the other way have occupation $f_m$. Under forward bias, transport through the barrier region may be too slow to maintain that occupation. Then $f_s$ must be replaced by a smaller function, and the bias law with prefactor $J_0$ overestimates the net current.

The sharp division fails when the barrier is thin enough for tunnelling to matter. The factor $\sqrt\varepsilon$ must then be replaced by a sum of transmission probabilities over $k_y$, with energies below the top included, and the three-halves power is no longer assured. The division also fails, however thick the barrier, when the potential drops abruptly into the metal. A sharp step transmits only the fraction $4v_1v_2/(v_1+v_2)^2$, where $v_1$ and $v_2$ are the normal velocities at the barrier top and in the metal. For $v_1\ll v_2$ this grows as $v_1$, which pushes the power towards 2 and brings in the metal's mass. With a flat barrier top and the metal of the example, this factor lowers the current at 300 K to about $0.37J_0$, raises the mean exponent between 250 and 350 K to about 1.87, and makes the three-halves plot return about 0.31 eV. A barrier height that shifts with bias likewise alters the current–voltage law, since the return current then ceases to be constant.

The numerical output below lists the values of the semiclassical model.

## Computed values

```
principal masses: 0.2, 0.8 electron masses
light axis from contact normal: 30 degrees
degeneracy g: 2
barrier Phi: 0.30 eV; barrier top above band edge U: 0.20 eV
semiconductor Fermi level from band edge: -0.10 eV
temperature: 300 K; kT: 0.025852 eV
transverse mass m_t = M_yy: 0.6500 electron masses
inverse mass W_xx: 4.0625, W_xy: 1.6238 per electron mass
trajectories: 919; crossed: 542
reflected although total energy exceeds U: 210
A: 0.072218 A m^-1 K^-3/2
prefactor A T^(3/2): 375.255 A/m
Boltzmann factor exp(-Phi/kT): 9.12477e-06
J0, formula: 3.424113e-03 A/m
J0, wave-vector integral: 3.424102e-03 A/m
J0 converted: 3.4241 nA per micrometre
250 K: formula 2.55753e-04, integral 2.55753e-04 A/m
350 K: formula 2.26431e-02, integral 2.26428e-02 A/m
temperature exponent at fixed Phi: 1.49995
Fermi-Dirac/Boltzmann ratio, Phi = kT: integral 0.891040
same ratio from polylogarithm: 0.891040
return flux, metal of mass 1 and depth 5 eV: 3.424102e-03 A/m
bias +0.1 V: integral 1.60411e-01, law 1.60436e-01 A/m
bias -0.1 V: integral -3.35255e-03, law -3.35256e-03 A/m
apparent barrier, ln(J/T^1.5) plot: 0.30000 eV
apparent barrier, ln(J/T^2) plot: 0.28708 eV
Phi - kT/2: 0.28707 eV
fixed-density emission velocity, integral: 5.42206e+04 m/s
fixed-density emission velocity, formula: 5.42206e+04 m/s
temperature exponent at fixed density: 0.50000
nonparabolic alpha: 0.5 per eV; isotropic mass: 0.65 electron masses
nonparabolic factor: integral 1.009618, first order 1.009694
nonparabolic mean exponent, 250 to 350 K: 1.50936
```
